# Mean inverse radius of Dirac–Coulomb levels from the Sommerfeld energy: verification in Python

```python
"""Mean inverse radius of Dirac-Coulomb levels (point nucleus, atomic units).

Result under test:
    <1/r> = -dE/dZ = Z (kappa^2 + n_r gamma) / (gamma N^3),   1s: Z/gamma
Symbols: Z nuclear charge, c speed of light, zeta = Z/c,
    kappa Dirac quantum number, n principal number, n_r = n - |kappa|,
    gamma = sqrt(kappa^2 - zeta^2), N = sqrt((n_r + gamma)^2 + zeta^2),
    E = c^2 (n_r + gamma)/N  Sommerfeld energy including the rest energy,
    P, Q large and small radial functions, density P^2 + Q^2.
The radial functions are built from the radial Dirac equations as
r^gamma exp(-lam r) times polynomials, and integrated numerically.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad

mp.mp.dps = 40
c = 1.0 / constants.fine_structure
bohr_pm = constants.physical_constants["Bohr radius"][0] * 1e12


def sommerfeld(Z, n, kappa):
    """Energy in hartree, in multiple precision."""
    zeta = mp.mpf(Z) / mp.mpf(c)
    s = n - abs(kappa) + mp.sqrt(kappa**2 - zeta**2)
    return mp.mpf(c)**2 / mp.sqrt(1 + (zeta / s)**2)


def inverse_radius(Z, n, kappa):
    """Closed formula under test."""
    n_r = n - abs(kappa)
    gamma = mp.sqrt(kappa**2 - (mp.mpf(Z) / mp.mpf(c))**2)
    N = mp.sqrt(n_r**2 + 2 * n_r * gamma + kappa**2)
    return Z * (kappa**2 + n_r * gamma) / (gamma * N**3)


def series_matrix(e, Z, n_r, kappa):
    """Radial equations for polynomial coefficients; e = E/c^2."""
    zeta = Z / c
    gamma = np.sqrt(kappa**2 - zeta**2)
    t = np.sqrt((1 - e) / (1 + e))
    size = n_r + 1
    M = np.zeros((2 * (size + 1), 2 * size))
    for j in range(size + 1):
        if j < size:
            M[2*j, j] -= zeta
            M[2*j, size + j] += kappa - gamma - j
            M[2*j + 1, j] += kappa + gamma + j
            M[2*j + 1, size + j] -= zeta
        if j > 0:
            M[2*j, j - 1] += t
            M[2*j, size + j - 1] += 1
            M[2*j + 1, j - 1] -= 1
            M[2*j + 1, size + j - 1] -= 1 / t
    return M


def misfit(e, Z, n_r, kappa):
    """Relative smallest singular value: zero if a solution exists."""
    sv = np.linalg.svd(series_matrix(e, Z, n_r, kappa), compute_uv=False)
    return sv[-1] / sv[0]


# Logarithmic grid: dr = r dy, trapezoidal sums converge very fast
step = 0.01
r = np.exp(np.arange(-60.0, 4.0, step))


def spinor(Z, n, kappa):
    """Normalized P, Q on the grid from the null vector of the series."""
    n_r = n - abs(kappa)
    e = float(sommerfeld(Z, n, kappa)) / c**2
    vec = np.linalg.svd(series_matrix(e, Z, n_r, kappa))[2][-1]
    x = c * np.sqrt(1 - e * e) * r
    shape = x**np.sqrt(kappa**2 - (Z / c)**2) * np.exp(-x)
    P = shape * np.polyval(vec[:n_r + 1][::-1], x)
    Q = shape * np.polyval(vec[n_r + 1:][::-1], x)
    norm = np.sqrt(np.sum((P**2 + Q**2) * r) * step)
    return P / norm, Q / norm


def integrated_inverse_radius(Z, n, kappa):
    P, Q = spinor(Z, n, kappa)
    return np.sum(P**2 + Q**2) * step


# Sommerfeld energies, derivative and formula for all levels with n <= 4
worst_integral = 0.0
worst_slope = 0.0
levels = [(n, k) for n in range(1, 5) for k in range(-n, n) if k != 0]
for Z in (20, 80, 130):
    for n, kappa in levels:
        n_r = n - abs(kappa)
        e = float(sommerfeld(Z, n, kappa)) / c**2
        assert misfit(e, Z, n_r, kappa) < 1e-12
        assert misfit(1 - 1.01 * (1 - e), Z, n_r, kappa) > 1e-6
        formula = inverse_radius(Z, n, kappa)
        slope = -mp.diff(lambda q: sommerfeld(q, n, kappa), Z)
        direct = integrated_inverse_radius(Z, n, kappa)
        worst_slope = max(worst_slope, float(abs(slope / formula - 1)))
        worst_integral = max(worst_integral, abs(direct / float(formula) - 1))
assert worst_slope < 1e-12
assert worst_integral < 1e-8

# No nodeless-polynomial state for positive kappa
for kappa in (1, 2):
    e = float(sommerfeld(80, kappa, kappa)) / c**2
    assert misfit(e, 80, 0, kappa) > 1e-3

# Two-charge identity behind Hellmann-Feynman, and its surface term
for n, kappa in ((1, -1), (2, -1), (2, 1), (3, 2)):
    Z1, Z2 = 80, 90
    P1, Q1 = spinor(Z1, n, kappa)
    P2, Q2 = spinor(Z2, n, kappa)
    product = P1 * P2 + Q1 * Q2
    left = float(sommerfeld(Z2, n, kappa) - sommerfeld(Z1, n, kappa))
    left *= np.sum(product * r) * step
    right = -(Z2 - Z1) * np.sum(product) * step
    assert abs(left / right - 1) < 1e-8
    surface = np.abs(P1 * Q2 - Q1 * P2)
    i, j = np.searchsorted(r, [1e-10, 1e-9])
    power = np.log(surface[j] / surface[i]) / np.log(r[j] / r[i])
    expected = sum(np.sqrt(kappa**2 - (q / c)**2) for q in (Z1, Z2))
    assert abs(power - expected) < 1e-4

# Equal |kappa| gives equal integrated values
pair = [integrated_inverse_radius(80, 2, k) for k in (-1, 1)]
assert abs(pair[0] / pair[1] - 1) < 1e-9

# Weak-field limit and first relativistic correction
for n, kappa in levels:
    small_Z = mp.mpf(c) * mp.mpf("1e-5")
    ratio = inverse_radius(small_Z, n, kappa) * n**2 / small_Z
    coefficient = (ratio - 1) / mp.mpf("1e-10")
    predicted = mp.mpf(2) / n * (mp.mpf(1) / abs(kappa) - mp.mpf(3) / (4*n))
    assert abs(ratio - 1) < 1e-9
    assert abs(coefficient - predicted) < 1e-8

# Explicit 1s functions satisfy both radial equations
Z = 80
zeta = mp.mpf(Z) / mp.mpf(c)
g = mp.sqrt(1 - zeta**2)
cm = mp.mpf(c)
q_over_p = -(1 - g) / zeta


def P_1s(x):
    return x**g * mp.exp(-Z * x)


for x in (mp.mpf("0.003"), mp.mpf("0.02"), mp.mpf("0.07")):
    p = P_1s(x)
    dp = mp.diff(P_1s, x)
    q, dq = q_over_p * p, q_over_p * dp
    res1 = (cm**2 - Z / x - g * cm**2) * p + cm * (-dq - q / x)
    res2 = cm * (dp - p / x) - (cm**2 + Z / x + g * cm**2) * q
    assert abs(res1) < 1e-12 * cm**2 * p
    assert abs(res2) < 1e-12 * cm**2 * p

# Direct 1s integration on an ordinary radial scale
gamma = float(g)
end = 40.0 / Z
options = dict(epsabs=0.0, epsrel=1e-10, limit=200)
top = quad(lambda x: x**(2*gamma - 1) * np.exp(-2*Z*x), 0, end, **options)[0]
bottom = quad(lambda x: x**(2*gamma) * np.exp(-2*Z*x), 0, end, **options)[0]
direct_1s = top / bottom
assert abs(direct_1s / (Z / gamma) - 1) < 1e-8

# The nonrelativistic virial relation underestimates the 1s value
energy_1s = float(sommerfeld(Z, 1, -1))
virial_guess = 2 * (c**2 - energy_1s) / Z
assert abs(virial_guess - 2 * Z / (1 + gamma)) < 1e-8
assert virial_guess < 0.95 * direct_1s

# Central difference that can be followed by hand
dZ = 0.01
E_plus = float(sommerfeld(Z + dZ, 1, -1) - cm**2)
E_minus = float(sommerfeld(Z - dZ, 1, -1) - cm**2)
hand_slope = -(E_plus - E_minus) / (2 * dZ)
assert abs(hand_slope / direct_1s - 1) < 1e-6

print("One-electron ion, point nucleus, Z =", Z)
print(f"speed of light c = {c:.6f} a.u.")
print(f"zeta = Z/c = {float(zeta):.6f}")
print(f"gamma(1s) = {gamma:.6f}")
print(f"small/large ratio Q/P (1s) = {float(q_over_p):.6f}")
print(f"E(1s) - c^2 = {energy_1s - c**2:.4f} hartree")
print(f"E(1s) - c^2 at Z = {Z + dZ:.2f}: {E_plus:.6f} hartree")
print(f"E(1s) - c^2 at Z = {Z - dZ:.2f}: {E_minus:.6f} hartree")
print(f"-dE/dZ (1s), central difference = {hand_slope:.4f} 1/bohr")
print(f"1s integral of r^(2g-1) exp(-2Zr) = {top:.6e} bohr^(2g)")
print(f"1s integral of r^(2g) exp(-2Zr) = {bottom:.6e} bohr^(2g+1)")
print(f"<1/r> (1s), ratio of integrals = {direct_1s:.4f} 1/bohr")
print(f"Z/gamma (1s) = {Z / gamma:.4f} 1/bohr")
print(f"Z/gamma (1s), converted = {Z / gamma / bohr_pm:.5f} 1/pm")
print(f"nonrelativistic virial guess (1s) = {virial_guess:.4f} 1/bohr")
print("Levels: gamma, N, E-c^2 (hartree),")
print("  <1/r> formula, <1/r> integrated (1/bohr), ratio to Z/n^2")
table = [("1s1/2", 1, -1), ("2s1/2", 2, -1), ("2p1/2", 2, 1),
         ("2p3/2", 2, -2), ("3s1/2", 3, -1), ("3p1/2", 3, 1),
         ("3p3/2", 3, -2), ("3d3/2", 3, 2), ("3d5/2", 3, -3)]
for name, n, kappa in table:
    level_gamma = np.sqrt(kappa**2 - (Z / c)**2)
    N = np.sqrt((n - abs(kappa) + level_gamma)**2 + (Z / c)**2)
    E = float(sommerfeld(Z, n, kappa) - cm**2)
    formula = float(inverse_radius(Z, n, kappa))
    direct = integrated_inverse_radius(Z, n, kappa)
    print(f"{name} {level_gamma:.5f} {N:.5f} {E:.3f} "
          f"{formula:.4f} {direct:.4f} {formula * n**2 / Z:.4f}")
print(f"largest relative gap, integral vs formula: {worst_integral:.1e}")
print(f"levels compared (n <= 4, Z = 20, 80, 130): {3 * len(levels)}")
print("success")
```

Printed output:

```
One-electron ion, point nucleus, Z = 80
speed of light c = 137.035999 a.u.
zeta = Z/c = 0.583788
gamma(1s) = 0.811906
small/large ratio Q/P (1s) = -0.322196
E(1s) - c^2 = -3532.1921 hartree
E(1s) - c^2 at Z = 80.01: -3533.177522 hartree
E(1s) - c^2 at Z = 79.99: -3531.206851 hartree
-dE/dZ (1s), central difference = 98.5336 1/bohr
1s integral of r^(2g-1) exp(-2Zr) = 2.362839e-04 bohr^(2g)
1s integral of r^(2g) exp(-2Zr) = 2.398004e-06 bohr^(2g+1)
<1/r> (1s), ratio of integrals = 98.5336 1/bohr
Z/gamma (1s) = 98.5336 1/bohr
Z/gamma (1s), converted = 1.86201 1/pm
nonrelativistic virial guess (1s) = 88.3048 1/bohr
Levels: gamma, N, E-c^2 (hartree),
  <1/r> formula, <1/r> integrated (1/bohr), ratio to Z/n^2
1s1/2 0.81191 1.00000 -3532.192 98.5336 98.5336 1.2317
2s1/2 0.81191 1.90363 -904.848 25.8804 25.8804 1.2940
2p1/2 0.81191 1.90363 -904.848 25.8804 25.8804 1.2940
2p3/2 1.91290 2.00000 -817.807 20.9106 20.9106 1.0455
3s1/2 0.81191 2.87187 -392.084 10.9150 10.9150 1.2279
3p1/2 0.81191 2.87187 -392.084 10.9150 10.9150 1.2279
3p3/2 1.91290 2.97083 -366.143 9.4312 9.4312 1.0610
3d3/2 1.91290 2.97083 -366.143 9.4312 9.4312 1.0610
3d5/2 2.94265 3.00000 -358.987 9.0621 9.0621 1.0195
largest relative gap, integral vs formula: 1.4e-12
levels compared (n <= 4, Z = 20, 80, 130): 48
success
```
